# Marcus Activation Energy and the Inverted Region in Acid Generation: a numerical check

```python
# Result under test: for equal-curvature parabolic free energies the
# activation free energy of electron transfer is (lam + dG)^2 / (4 lam), and
# the weak-coupling rate is largest at driving force D = -dG = lam.
# lam: reorganization energy, dG: reaction free energy, V: electronic coupling,
# kT: thermal energy (all in eV); hbar in eV s; rates in 1/s.
# gap: product energy minus reactant energy at fixed nuclei.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize
from scipy.special import factorial

hbar = const.hbar / const.e
temperature = 300.0
kT = const.k * temperature / const.e
lam = 1.0
V = 1.0e-3
lifetime = 1.0e-8
drives = [0.2, 0.6, 1.0, 1.4, 1.8]


def barrier(reorg, drive):
    return (reorg - drive) ** 2 / (4 * reorg)


def marcus_rate(reorg, drive, coupling=V):
    prefactor = 2 * np.pi * coupling**2 / hbar
    prefactor /= np.sqrt(4 * np.pi * reorg * kT)
    return prefactor * np.exp(-barrier(reorg, drive) / kT)


def squared_overlaps(huang_rhys, size):
    """Squared overlaps [m, n] of undisplaced level m, displaced level n."""
    levels = np.arange(size, dtype=float)
    off_diagonal = np.sqrt(huang_rhys * levels[1:])
    _, vectors = eigh_tridiagonal(levels + huang_rhys, off_diagonal)
    return vectors**2


# Three harmonic modes: lowest crossing and Boltzmann density of zero gap.
stiffness = np.array([0.5, 2.0, 1.2])
shift = np.array([0.9, 0.5, -0.7])
shift *= np.sqrt(lam / (0.5 * np.sum(stiffness * shift**2)))


def reactant_energy(q):
    return 0.5 * np.sum(stiffness * q**2)


def energy_gap(q, drive):
    product = 0.5 * np.sum(stiffness * (q - shift) ** 2) - drive
    return product - reactant_energy(q)


axis = np.linspace(-3, 3, 601)
step = axis[1] - axis[0]
q1, q2 = np.meshgrid(axis, axis, indexing="ij")
norm = np.prod(np.sqrt(stiffness / (2 * np.pi * kT)))
force = stiffness * shift
for D in drives:
    found = minimize(
        reactant_energy, np.array([0.1, 0.1, 0.1]), method="SLSQP",
        constraints={"type": "eq", "fun": energy_gap, "args": (D,)},
        options={"ftol": 1e-13, "maxiter": 300})
    assert abs(energy_gap(found.x, D)) < 1e-6
    assert abs(found.fun - barrier(lam, D)) < 1e-5
    # third coordinate fixed by the condition of zero gap
    q3 = (lam - D - force[0] * q1 - force[1] * q2) / force[2]
    energy = 0.5 * (stiffness[0] * q1**2 + stiffness[1] * q2**2
                    + stiffness[2] * q3**2)
    density = norm * np.sum(np.exp(-energy / kT)) * step**2 / abs(force[2])
    rate = 2 * np.pi * V**2 / hbar * density
    assert abs(rate / marcus_rate(lam, D) - 1) < 1e-6

# Growth of the product population, two-state propagation at each fixed gap,
# averaged over the reactant's Gaussian gap distribution.
gap_width = np.sqrt(2 * lam * kT)
weak_V = 1.0e-4
for D in drives:
    gaps = np.linspace(-8, 8, 20001) * gap_width + lam - D
    weights = np.exp(-((gaps - lam + D) ** 2) / (2 * gap_width**2))
    weights /= weights.sum()
    hamiltonians = np.zeros((gaps.size, 2, 2))
    hamiltonians[:, 1, 1] = gaps
    hamiltonians[:, 0, 1] = hamiltonians[:, 1, 0] = weak_V
    energies, states = np.linalg.eigh(hamiltonians)
    populations = []
    times = [40e-15, 80e-15]
    for t in times:
        phases = np.exp(-1j * energies * t / hbar)
        amplitude = np.sum(states[:, 0, :] * states[:, 1, :] * phases, axis=1)
        populations.append(np.sum(weights * np.abs(amplitude) ** 2))
    growth = (populations[1] - populations[0]) / (times[1] - times[0])
    assert abs(growth / marcus_rate(lam, D, weak_V) - 1) < 2e-3

# Fully quantum nuclei: thermal sum over vibronic transitions of a slow mode.
slow_quantum = 0.005
overlaps = squared_overlaps(lam / slow_quantum, 1600)
start = np.arange(151)
boltzmann = np.exp(-start * slow_quantum / kT)
boltzmann *= 1 - np.exp(-slow_quantum / kT)


def vibronic_rate(drive):
    jump = int(round(drive / slow_quantum))
    total = np.sum(boltzmann * overlaps[start, start + jump])
    return 2 * np.pi * V**2 / (hbar * slow_quantum) * total


vibronic = [vibronic_rate(D) for D in drives]
for D, rate in zip(drives, vibronic):
    # 5 percent: the slow mode keeps a small quantum correction in the tails
    assert abs(rate / marcus_rate(lam, D) - 1) < 0.05
assert vibronic[0] < vibronic[1] < vibronic[2] > vibronic[3] > vibronic[4]
assert abs(vibronic[1] / vibronic[3] - 1) < 0.05
slopes = {}
for D in (0.6, 1.4):
    rise = np.log(vibronic_rate(D + 0.01) / vibronic_rate(D - 0.01))
    slopes[D] = (lam - D) / (2 * lam * kT)
    assert abs(rise / 0.02 / slopes[D] - 1) < 0.03

# Unequal curvatures: reactant lam*s^2, product ratio*lam*(s-1)^2 - D.
curved = {}
for ratio in (0.9, 1.0, 1.1):
    crossing = brentq(
        lambda s: lam * s**2 - ratio * lam * (s - 1) ** 2 + drives[-1], -1, 0)
    curved[ratio] = lam * crossing**2
assert abs(curved[1.0] - barrier(lam, drives[-1])) < 1e-9
assert curved[0.9] > 1.2 * curved[1.0] and curved[1.1] < 0.8 * curved[1.0]

# A fast quantum mode takes part of the same total reorganization energy.
lam_fast = 0.3
lam_slow = lam - lam_fast
fast_quantum = 0.18
S = lam_fast / fast_quantum
n = np.arange(31)
poisson = np.exp(-S) * S**n / factorial(n)
assert np.max(np.abs(squared_overlaps(S, 120)[0, :31] - poisson)) < 1e-10


def fast_mode_rate(drive):
    return np.sum(poisson * marcus_rate(lam_slow, drive - n * fast_quantum))


u = np.linspace(-60, 60, 24001)  # time divided by hbar, in 1/eV
for D in drives:
    exponent = (1j * (D - lam_slow) * u - lam_slow * kT * u**2
                + S * (np.exp(-1j * fast_quantum * u) - 1))
    integral = np.sum(np.exp(exponent)).real * (u[1] - u[0])
    assert abs(V**2 / hbar * integral / fast_mode_rate(D) - 1) < 1e-6
fast = {D: fast_mode_rate(D) for D in (1.0, 1.4, 1.8)}
assert fast[1.0] > fast[1.4] > fast[1.8] > marcus_rate(lam, 1.8)
scan = np.linspace(0.2, 1.8, 1601)
fast_peak = scan[np.argmax([fast_mode_rate(D) for D in scan])]

# Fraction of excited donors that transfer before they decay.
fractions = []
for D in drives:
    k = marcus_rate(lam, D)
    fraction = k / (k + 1 / lifetime)
    total_rate = k + 1 / lifetime
    counted, _ = quad(lambda x: k * lifetime * np.exp(-total_rate * lifetime * x),
                      0, 40 / (total_rate * lifetime))
    assert abs(counted - fraction) < 1e-7
    fractions.append(fraction)

print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"reorganization energy = {lam:.1f} eV")
print(f"electronic coupling = {V:.3f} eV")
print(f"donor lifetime = {lifetime:.1e} s")
print(f"standard deviation of the gap = {gap_width:.4f} eV")
print(f"dephasing time hbar/deviation = {hbar / gap_width:.2e} s")
for D, rate, fraction in zip(drives, vibronic, fractions):
    print(f"driving force D = {D:.1f} eV:")
    print(f"  crossing position s* = {(lam - D) / (2 * lam):.2f} (no unit)")
    print(f"  activation free energy = {barrier(lam, D):.4f} eV")
    print(f"  Marcus rate = {marcus_rate(lam, D):.3e} 1/s")
    print(f"  quantum vibronic-sum rate = {rate:.3e} 1/s")
    print(f"  transfer fraction = {fraction:.4f} (no unit)")
print(f"quantum of the slow mode in that sum = {slow_quantum:.3f} eV")
for D, slope in slopes.items():
    print(f"d ln k / dD at D = {D:.1f} eV: {slope:.2f} 1/eV")
slowing = marcus_rate(lam, 1.0) / marcus_rate(lam, 1.8)
print(f"Marcus rate ratio, D = 1.0 eV to 1.8 eV = {slowing:.1f} (no unit)")
to_kj = const.e * const.N_A / 1000
print(f"barrier at D = 1.8 eV = {barrier(lam, 1.8) * to_kj:.2f} kJ/mol")
for ratio, height in curved.items():
    print(f"barrier, D = 1.8 eV, curvature ratio {ratio:.1f} = {height:.4f} eV")
print(f"fast-mode reorganization energy = {lam_fast:.1f} eV")
print(f"fast-mode quantum = {fast_quantum:.2f} eV")
print(f"Huang-Rhys factor = {S:.3f} (no unit)")
for D, rate in fast.items():
    print(f"rate with fast mode, D = {D:.1f} eV = {rate:.3e} 1/s")
print(f"fast-mode rate ratio, 1.0 to 1.8 eV = {fast[1.0] / fast[1.8]:.1f} (no unit)")
print(f"driving force of largest fast-mode rate = {fast_peak:.2f} eV")
print("all assertions hold")
```

It prints:

```
temperature = 300 K
thermal energy kT = 0.02585 eV
reorganization energy = 1.0 eV
electronic coupling = 0.001 eV
donor lifetime = 1.0e-08 s
standard deviation of the gap = 0.2274 eV
dephasing time hbar/deviation = 2.89e-15 s
driving force D = 0.2 eV:
  crossing position s* = 0.40 (no unit)
  activation free energy = 0.1600 eV
  Marcus rate = 3.436e+07 1/s
  quantum vibronic-sum rate = 3.463e+07 1/s
  transfer fraction = 0.2557 (no unit)
driving force D = 0.6 eV:
  crossing position s* = 0.20 (no unit)
  activation free energy = 0.0400 eV
  Marcus rate = 3.564e+09 1/s
  quantum vibronic-sum rate = 3.575e+09 1/s
  transfer fraction = 0.9727 (no unit)
driving force D = 1.0 eV:
  crossing position s* = 0.00 (no unit)
  activation free energy = 0.0000 eV
  Marcus rate = 1.675e+10 1/s
  quantum vibronic-sum rate = 1.672e+10 1/s
  transfer fraction = 0.9941 (no unit)
driving force D = 1.4 eV:
  crossing position s* = -0.20 (no unit)
  activation free energy = 0.0400 eV
  Marcus rate = 3.564e+09 1/s
  quantum vibronic-sum rate = 3.576e+09 1/s
  transfer fraction = 0.9727 (no unit)
driving force D = 1.8 eV:
  crossing position s* = -0.40 (no unit)
  activation free energy = 0.1600 eV
  Marcus rate = 3.436e+07 1/s
  quantum vibronic-sum rate = 3.544e+07 1/s
  transfer fraction = 0.2557 (no unit)
quantum of the slow mode in that sum = 0.005 eV
d ln k / dD at D = 0.6 eV: 7.74 1/eV
d ln k / dD at D = 1.4 eV: -7.74 1/eV
Marcus rate ratio, D = 1.0 eV to 1.8 eV = 487.4 (no unit)
barrier at D = 1.8 eV = 15.44 kJ/mol
barrier, D = 1.8 eV, curvature ratio 0.9 = 0.2649 eV
barrier, D = 1.8 eV, curvature ratio 1.0 = 0.1600 eV
barrier, D = 1.8 eV, curvature ratio 1.1 = 0.0984 eV
fast-mode reorganization energy = 0.3 eV
fast-mode quantum = 0.18 eV
Huang-Rhys factor = 1.667 (no unit)
rate with fast mode, D = 1.0 eV = 1.268e+10 1/s
rate with fast mode, D = 1.4 eV = 4.724e+09 1/s
rate with fast mode, D = 1.8 eV = 5.715e+08 1/s
fast-mode rate ratio, 1.0 to 1.8 eV = 22.2 (no unit)
driving force of largest fast-mode rate = 0.95 eV
all assertions hold
```
